\section*{Envelope Discontinuity at an Abrupt Mass Step for Symmetric von Roos Operators, part 1}

(Sections cited here and not found follow in the second part.)

\section{Matching conditions at an abrupt mass step}

A calculation of quantum-well levels with a position-dependent effective mass has to decide which two quantities are carried unchanged from one layer into the next. The choice is fixed by the ordering of the mass and the derivatives in the kinetic operator. For the 6 nm well treated in the second half, two permitted orderings give ground levels that differ by 43 meV when the bands are parabolic. For this well, a solver that joins the layers by the rule of one ordering therefore does not give the levels of the other.

\subsection{The operator and the assumptions}

Let $\psi(z)$ be the envelope for motion along the growth direction $z$, with zero in-plane wavevector. The von Roos kinetic operator is
\begin{equation}
T=-\frac{\hbar^2}{4}\left(m^{\alpha}\frac{d}{dz}m^{\beta}\frac{d}{dz}m^{\gamma}
+m^{\gamma}\frac{d}{dz}m^{\beta}\frac{d}{dz}m^{\alpha}\right),
\quad \alpha+\beta+\gamma=-1 .
\label{eq:roos}
\end{equation}
Each derivative acts on everything to its right. The exponents are real, and their sum gives $T$ the dimension of $\hbar^2/(\text{mass}\times\text{length}^2)$. We take equal outer exponents, $\gamma=\alpha$. The two terms are then equal, and
\begin{equation}
T=-\frac{\hbar^2}{2}\,m^{\alpha}\frac{d}{dz}m^{\beta}\frac{d}{dz}m^{\alpha},
\qquad \beta=-1-2\alpha .
\label{eq:T}
\end{equation}
The choice $\alpha=0$ is the BenDaniel--Duke operator, and $\alpha=-1/2$ is the Zhu--Kroemer operator.

The mass lies between two positive constants and the potential $V(z)$ is bounded. An abrupt interface means the limit of a graded layer whose width $w$ tends to zero while these bounds stay fixed. No potential concentrated at the interface is added.

\subsection{Two quantities that cannot jump}

Define
\begin{equation}
\phi=m^{\alpha}\psi,\qquad \chi=m^{\beta}\frac{d\phi}{dz}.
\label{eq:def}
\end{equation}
The second definition gives $\phi'=m^{-\beta}\chi$, where a prime denotes $d/dz$. With \eqref{eq:T}, the equation $T\psi+V\psi=E\psi$ reads
\begin{equation}
-\frac{\hbar^2}{2}m^{\alpha}\chi'=(E-V)\psi=(E-V)m^{-\alpha}\phi .
\end{equation}
Multiplication by $-(2/\hbar^2)m^{-\alpha}$ completes the first-order system
\begin{equation}
\phi'=m^{-\beta}\chi,\qquad
\chi'=\frac{2}{\hbar^2}(V-E)m^{-2\alpha}\phi .
\label{eq:system}
\end{equation}
It contains no derivative of the mass. Its coefficients stay bounded however steep the layer becomes.

Let $C_1$ and $C_2$ bound the magnitudes of the coefficients in the first and second equations. Let the layer begin at $z_L$, with entry values $\phi_L$ and $\chi_L$, and let $\Phi$ and $X$ be the largest values of $|\phi|$ and $|\chi|$ inside it. Integration of \eqref{eq:system} from $z_L$ gives
\begin{equation}
\Phi\le|\phi_L|+wC_1X,\qquad X\le|\chi_L|+wC_2\Phi .
\label{eq:bounds}
\end{equation}
Inserting the second inequality into the first yields
\begin{equation}
(1-w^2C_1C_2)\Phi\le|\phi_L|+wC_1|\chi_L| .
\end{equation}
Once $w^2C_1C_2<1/2$, this bounds $\Phi$ by a number that stays finite as $w\to0$. The second inequality then bounds $X$. The changes across the layer are at most $wC_1X$ and $wC_2\Phi$, so both vanish with $w$. In the limit, $\phi$ and $\chi$ are continuous.

Let $m_L$ and $m_R$ be the constant masses on the left and right. Within either layer $m^\alpha$ can be taken outside the derivative, so $\chi=m^{\alpha+\beta}\psi'$, and $\alpha+\beta=-1-\alpha$. The matching conditions are
\begin{align}
m_L^{\alpha}\psi_L&=m_R^{\alpha}\psi_R,
\label{eq:match1}\\
m_L^{-1-\alpha}\psi'_L&=m_R^{-1-\alpha}\psi'_R .
\label{eq:match2}
\end{align}
The slopes are one-sided limits taken inside the layers. From \eqref{eq:match1},
\begin{equation}
\frac{\psi_R}{\psi_L}=\left(\frac{m_L}{m_R}\right)^{\alpha},
\qquad
\psi_R-\psi_L=\left[\left(\frac{m_L}{m_R}\right)^{\alpha}-1\right]\psi_L ,
\label{eq:jump}
\end{equation}
where the first form requires $\psi_L\ne0$. The envelope is discontinuous when three conditions hold together: $\alpha\ne0$, $m_L\ne m_R$, and $\psi_L\ne0$. If the envelope has a node at the interface, both one-sided values are zero and there is no jump.

For $\alpha=0$ the conditions reduce to continuity of $\psi$ and $\psi'/m$. For $\alpha=-1/2$, division of \eqref{eq:match2} by \eqref{eq:match1} shows that $\psi'/\psi$ is continuous, although $\psi$ and $\psi'$ both jump.

\subsection{Where the jump sits in the expanded operator}

The same result can be followed in $\psi$ itself. For a smooth mass,
\begin{equation}
m^{\beta}(m^{\alpha}\psi)'
=m^{-1-\alpha}\psi'+\alpha m^{-2-\alpha}m'\psi .
\end{equation}
Differentiation by the product rule gives
\begin{align}
\left[m^{\beta}(m^{\alpha}\psi)'\right]'
={}&m^{-1-\alpha}\psi''-(1+\alpha)m^{-2-\alpha}m'\psi'
+\alpha m^{-2-\alpha}m'\psi'\nonumber\\
&+\alpha m^{-2-\alpha}m''\psi
-\alpha(\alpha+2)m^{-3-\alpha}m'^2\psi .
\end{align}
The two terms in $m'\psi'$ add to $-m^{-2-\alpha}m'\psi'$. After multiplication by $m^\alpha$, the first line becomes $\psi''/m-m'\psi'/m^2=(\psi'/m)'$. Therefore
\begin{align}
T\psi&=-\frac{\hbar^2}{2}\left(\frac{\psi'}{m}\right)'+U_\alpha\psi,
\label{eq:expanded}\\
U_\alpha&=-\frac{\hbar^2}{2}\alpha
\left[\frac{m''}{m^2}-(\alpha+2)\frac{m'^2}{m^3}\right].
\label{eq:U}
\end{align}
Every ordering in this family is the BenDaniel--Duke operator plus a potential made from the mass profile. In a layer of width $w$, this potential has magnitude of order $1/w^2$. It vanishes inside the uniform layers, but it cannot be dropped at the interface: without it, \eqref{eq:expanded} is the operator with $\alpha=0$.

A direct integration of \eqref{eq:expanded} tests the limit without using $\phi$ as the unknown. Take $\alpha=-1/2$ and let the mass rise smoothly from 0.04 to 0.08 free-electron masses while $V$ rises from 0 to 0.5 eV. The energy, 140.90 meV, and the starting slope, $\psi'_L/\psi_L=-0.868\ \text{nm}^{-1}$, belong to the well state found in the second half. For layers of 0.1, 0.01 and 0.001 nm, the ratio $\psi_R/\psi_L$ is 1.2917, 1.4019 and 1.4130. The limit from \eqref{eq:jump} is $2^{1/2}=1.4142$.

The remainder follows from \eqref{eq:system}. Here $\beta=0$, so $\phi'=\chi$, and to first order in $w$
\begin{equation}
\frac{\psi_R}{\psi_L}\simeq\sqrt2\left(1+w\frac{\psi'_L}{\psi_L}\right)
=\sqrt2\,(1-0.868\,w/\text{nm}).
\end{equation}
This gives 1.291, 1.402 and 1.413. These widths trace a mathematical limit; the two smaller ones lie far below an atomic spacing.

\subsection{The energy cost of a continuous envelope}

Suppose that continuity of $\psi$ is imposed although $\alpha\ne0$. For a smooth mass and a function that vanishes far away, integration by parts gives the kinetic energy
\begin{align}
\langle T\rangle
&=-\frac{\hbar^2}{2}\int(m^\alpha\psi)^*
\left[m^\beta(m^\alpha\psi)'\right]'dz\nonumber\\
&=\frac{\hbar^2}{2}\int m^\beta\left|(m^\alpha\psi)'\right|^2dz .
\label{eq:form}
\end{align}
In a thin layer a continuous envelope stays close to a value $\psi_0$, so the leading part of $(m^\alpha\psi)'$ is $\alpha m^{\alpha-1}m'\psi_0$. Since $\beta+2\alpha-2=-3$, the layer contributes
\begin{equation}
K_w\simeq\frac{\hbar^2}{2}\alpha^2|\psi_0|^2\int\frac{m'^2}{m^3}\,dz .
\label{eq:cost}
\end{equation}
The integrand equals $4[(m^{-1/2})']^2$. By the Cauchy--Schwarz inequality,
\begin{equation}
\int\frac{m'^2}{m^3}\,dz\ge
\frac{4}{w}\left(m_L^{-1/2}-m_R^{-1/2}\right)^2 .
\end{equation}
The cost therefore diverges at least as fast as $1/w$ for any grading profile. An abrupt interface admits no finite-energy envelope that is continuous and nonzero there when $\alpha\ne0$ and the masses differ.

For a layer in which $\ln m$ is linear, write $m=m_Lr^s$, with $r=m_R/m_L$ and $s$ running from 0 to 1. Then $m'=m\ln r/w$ and $dz=w\,ds$, so
\begin{align}
\int\frac{m'^2}{m^3}\,dz
&=\frac{(\ln r)^2}{wm_L}\int_0^1r^{-s}ds\nonumber\\
&=\frac{\ln r}{w}\left(\frac1{m_L}-\frac1{m_R}\right).
\label{eq:loglayer}
\end{align}
Take the continuous $\alpha=0$ well state of the second half, with $\psi_0=0.2606\ \text{nm}^{-1/2}$, as a trial function for $\alpha=-1/2$. With $\hbar^2/m_e=0.0762\ \text{eV\,nm}^2$, where $m_e$ is the free-electron mass, \eqref{eq:cost} and \eqref{eq:loglayer} give $K_w=5.605\ \text{meV\,nm}/w$ per interface. This is 56, 560.5 and 5605 meV for widths of 0.1, 0.01 and 0.001 nm. Quadrature of \eqref{eq:form} over the layer gives 78.6, 581.5 and 5626.1 meV. The difference of about 21 meV at small $w$ comes almost entirely from the cross term $\hbar^2\alpha\int(m'/m^2)\psi\psi'dz$, which tends to a constant because $\int m'dz$ does.

\subsection{Current and reflection}

A jump in $\psi$ is compatible with conserved probability. For two functions obeying the matching conditions, \eqref{eq:def} gives
\begin{equation}
\phi_1^*\chi_2=m^\alpha\psi_1^*\,m^{-1-\alpha}\psi_2'
=\frac{\psi_1^*\psi_2'}{m},
\label{eq:product}
\end{equation}
which is continuous. The difference that measures the symmetry of $T$ is a total derivative,
\begin{equation}
\psi_1^*T\psi_2-(T\psi_1)^*\psi_2
=-\frac{\hbar^2}{2}\left(\phi_1^*\chi_2-\chi_1^*\phi_2\right)',
\end{equation}
because the extra terms $\phi_1'^*\chi_2$ and $\chi_1^*\phi_2'$ both equal $m^{-\beta}\chi_1^*\chi_2$ and cancel. The contributions from the two sides of an interface also cancel, so $T$ is symmetric. Setting $\psi_1=\psi_2=\psi$ shows that the current $j=(\hbar/m)\,\text{Im}(\psi^*\psi')$ is continuous, while the density $|\psi|^2$ changes by the factor $(m_L/m_R)^{2\alpha}$.

Now let a wave of energy $E>0$ arrive from the left at a mass step with $V=0$ on both sides. Let $\rho$ and $\tau$ be the reflected and transmitted amplitudes, and $k_{L,R}=\sqrt{2m_{L,R}E}/\hbar$. At the interface,
\begin{align}
m_L^\alpha(1+\rho)&=m_R^\alpha\tau,\\
m_L^{-1-\alpha}k_L(1-\rho)&=m_R^{-1-\alpha}k_R\tau .
\end{align}
Division of the second equation by the first, with $k_R/k_L=(m_R/m_L)^{1/2}$, gives
\begin{equation}
\frac{1-\rho}{1+\rho}=\eta,\qquad
\eta=\left(\frac{m_R}{m_L}\right)^{-1/2-2\alpha},\qquad
|\rho|^2=\left(\frac{1-\eta}{1+\eta}\right)^2 .
\label{eq:reflection}
\end{equation}
For a mass ratio of 2, the reflection probability is 0.0294 at both $\alpha=0$ and $\alpha=-1/2$, because their values of $\eta$ are reciprocals. It is 0.1111 at $\alpha=1/4$ and zero at $\alpha=-1/4$. In the last case the envelope still jumps by the factor 1.1892, so a discontinuous envelope does not imply reflection.

\section{Consequences for a quantum well}

The second half uses the operator $T=-(\hbar^2/2)m^\alpha(d/dz)m^\beta(d/dz)m^\alpha$, with $\beta=-1-2\alpha$. At an abrupt interface $m^\alpha\psi$ and $m^{-1-\alpha}\psi'$ are continuous, by \eqref{eq:match1} and \eqref{eq:match2}. The envelope ratio across the interface is $(m_L/m_R)^\alpha$ where $\psi$ is nonzero. A prime denotes a derivative within a layer, and $m_e$ is the free-electron mass.

\subsection{The level equation}

A well of width $L$ occupies $|z|<L/2$, with mass $m_w$ and $V=0$. Outside it the mass is $m_b$ and $V=V_0$. For a bound state with $0<E<V_0$, define
\begin{equation}
k=\frac{\sqrt{2m_wE}}{\hbar},\quad
\kappa=\frac{\sqrt{2m_b(V_0-E)}}{\hbar},\quad
\theta=\frac{kL}{2},\quad r=\frac{m_b}{m_w}.
\end{equation}
An even state is $A\cos kz$ in the well and $Be^{-\kappa(z-L/2)}$ to its right. The two conditions at $z=L/2$ are
\begin{align}
m_w^\alpha A\cos\theta&=m_b^\alpha B,
\label{eq:even1}\\
m_w^{-1-\alpha}kA\sin\theta&=m_b^{-1-\alpha}\kappa B .
\label{eq:even2}
\end{align}
Both slopes carry a minus sign, which has been cancelled in the second line. Division gives
\begin{equation}
\tan\theta=\frac{\kappa}{k}r^{-1-2\alpha}=\frac{\kappa}{k}r^\beta .
\label{eq:even}
\end{equation}
For an odd state, $A\sin kz$ replaces the cosine. Its slope is $kA\cos\theta$, and the same division gives $-\cot\theta=(\kappa/k)r^\beta$. Since $-\cot\theta=\tan(\theta-\pi/2)$, both parities are contained in
\begin{equation}
\frac{kL}{2}=\frac{n\pi}{2}+
\arctan\left(\frac{\kappa}{k}r^\beta\right),
\qquad n=0,1,2,\ldots
\label{eq:levels}
\end{equation}
Even $n$ gives even states and odd $n$ gives odd states.

As $E$ rises from 0 to $V_0$, the left side of \eqref{eq:levels} increases and the arctangent decreases from $\pi/2$ to zero. There is therefore one level for each $n$ with $n\pi/2<\theta_0$, where $\theta_0=L\sqrt{2m_wV_0}/(2\hbar)$. The number of levels does not depend on $\alpha$. Their energies do: for $r>1$, raising $\alpha$ lowers $r^\beta$, reduces the arctangent at fixed energy and so lowers each level. For $r<1$ the direction is reversed.

If $V_0\to\infty$ at fixed masses and fixed $n$, the arctangent tends to $\pi/2$. Then $kL=(n+1)\pi$ for every $\alpha$, because the envelope vanishes at the interfaces.

The operator ordering fixes what is continuous at an abrupt mass step, $m^\alpha\psi$ and $m^{-1-\alpha}\psi'$, and these conditions give the level equation \eqref{eq:levels} for a quantum well. It remains to work out the levels of a 6 nm well, show what an inconsistent interface rule does to them, and ask what measured energies can reveal about $\alpha$.
